# Silicon-29 hyperfine satellites of a defect with four silicon neighbours

## Problem

A paramagnetic point defect in silicon has electron spin \(S=1/2\) and four equivalent silicon neighbours. A fraction \(p=0.047\) of silicon nuclei are silicon-29, with nuclear spin \(I=1/2\). The other stable silicon nuclei have no spin. Each neighbouring site is occupied independently, and the defect contains no other nucleus with a resolved hyperfine coupling.

The neighbours lie along the four \(\langle 111\rangle\) bond directions. The hyperfine tensor of each is axial about its bond, with \(A_\parallel=0.54\) µeV and \(A_\perp=0.35\) µeV. The electron has an isotropic \(g=2.00\). The spectrum is recorded at a fixed photon energy of 140 µeV by sweeping the magnetic field, at 20 K and without saturation. Each line has a full width at half maximum of 0.30 mT. Intensity means the area under an absorption line.

1. For a field along [001], find the first-order line positions and show that all allowed transitions have the same strength. Are the first satellites resolved?
2. Show that each first satellite has about one tenth of the central line intensity.
3. Include centres with two, three and four silicon-29 neighbours. How much does the ratio change, and what happens as \(p\to1\)?
4. What replaces this pattern when the field lies along [111]?
5. How accurately must the ratio be measured to distinguish four neighbours from three or five? May peak heights be used instead of areas?
6. Do silicon-29 nuclei in more distant shells alter the ratio?

## Solution

### 1. Positions and strengths

In atomic units \(\hbar=1\), so spin operators are dimensionless. Let \(\mathbf n\) be the unit vector along the field \(B\), and let \(k\) run over the neighbours that are silicon-29. Leaving out the small nuclear Zeeman energy for now,

\[
H=g\mu_B B\,\mathbf n\cdot\mathbf S+\sum_k \mathbf S\cdot\mathsf A_k\cdot\mathbf I_k .
\]

The electron Zeeman energy, 140 µeV, is far larger than the hyperfine energy. To first order the electron spin is therefore quantized along \(\mathbf n\), and \(\mathbf S\) may be replaced by \(m_S\mathbf n\), with \(m_S=\pm1/2\):

\[
H_{m_S}=m_S\left[g\mu_BB+\sum_k(\mathsf A_k\mathbf n)\cdot\mathbf I_k\right].
\]

Here the symmetry of \(\mathsf A_k\) has been used. Each nucleus is quantized along the direction of the vector \(\mathsf A_k\mathbf n\). Its projection on that direction is \(m_k=\pm1/2\), and the levels are

\[
E(m_S,\{m_k\})=m_S\left[g\mu_BB+\sum_kA_km_k\right],\qquad A_k=|\mathsf A_k\mathbf n|.
\]

If \(\theta_k\) is the angle between the field and the bond, \(\mathsf A_k\mathbf n\) has the component \(A_\parallel\cos\theta_k\) along the bond and \(A_\perp\sin\theta_k\) across it. Hence

\[
A_k^2=A_\parallel^2\cos^2\theta_k+A_\perp^2\sin^2\theta_k .
\]

The microwave field acts on the electron spin. The nuclear quantization axis is the same line for both values of \(m_S\), so the nuclear states do not change in an allowed transition. The transition energy is

\[
E(+\tfrac12)-E(-\tfrac12)=g\mu_BB+\sum_kA_km_k .
\]

For a drive perpendicular to the field, each such transition has the strength \(|\langle+\tfrac12|S_x|-\tfrac12\rangle|^2=1/4\), whatever the nuclear projections.

Populations do not spoil this equality. At fixed photon energy \(E_{\rm ph}\), every allowed transition joins levels at \(+E_{\rm ph}/2\) and \(-E_{\rm ph}/2\), so the Boltzmann factors are the same for every nuclear arrangement. Only the partition function, nearly proportional to \(\cosh(g\mu_BB/2kT)\), changes with the resonance field. For two lines whose Zeeman energies differ by a hyperfine splitting \(A\), the relative intensity difference is \((A/2kT)\tanh(E_{\rm ph}/2kT)\). With \(kT=1723\) µeV and the value of \(A\) found below, this is \(1.2\times10^{-4}\times0.041=5\times10^{-6}\). The nuclear Zeeman energy changes it to about \(10^{-5}\), which is still negligible. The difference approaches \(A/(2kT)\) only when \(kT\) falls below the photon energy.

For a field along [001], every bond has \(\cos^2\theta_k=1/3\), and the four splittings are equal:

\[
A=\sqrt{\frac{0.54^2+2(0.35)^2}{3}}\ \text{µeV}=0.423\ \text{µeV}.
\]

With \(M=\sum_km_k\), resonance occurs at

\[
B_M=\frac{E_{\rm ph}-AM}{g\mu_B}.
\]

The central line, \(M=0\), lies at 1.209 T. This field corresponds to 140 µeV, so \(g\mu_B=140/1209=0.1158\) µeV/mT. The first satellites, \(M=\pm1/2\), are displaced by

\[
\frac{A}{2g\mu_B}=\frac{0.423}{2(0.1158)}\ \text{mT}=1.83\ \text{mT}.
\]

This is about six linewidths, so the satellites are resolved. Reversing the sign of the hyperfine tensors would interchange \(M\) and \(-M\) without changing the pattern.

### 2. The leading intensity ratio

Let \(q=1-p=0.953\). The probability that \(j\) of the four sites hold silicon-29 is

\[
P(j)=\binom4j p^jq^{4-j}.
\]

Centres with no silicon-29 neighbour contribute only to the central line, with weight

\[
P(0)=q^4=0.825.
\]

Centres with one such neighbour have total weight

\[
P(1)=4pq^3=0.163.
\]

The factor 4 counts the possible positions of the nucleus. Its two projections are equally likely, so half of this weight goes to each satellite:

\[
I_{\pm1/2}\simeq\tfrac12P(1)=2pq^3=0.0814 .
\]

Dividing by the central weight gives

\[
R=\frac{I_{+1/2}}{I_0}\simeq\frac{2pq^3}{q^4}=\frac{2p}{q}
=\frac{0.094}{0.953}=0.0986 .
\]

Each satellite therefore has about one tenth of the central intensity. The two together have 0.197, about one fifth.

### 3. All isotope arrangements

A centre with two silicon-29 neighbours has four equally likely sets of projections. Two of them, \((+,-)\) and \((-,+)\), give \(M=0\). One gives \(M=+1\) and one gives \(M=-1\). Since \(P(2)=6p^2q^2\), the central line gains \(3p^2q^2\), and each outer line at \(M=\pm1\) receives \(\tfrac32p^2q^2\).

With three silicon-29 neighbours there are eight sets of projections. Three of them give \(M=+1/2\), so that satellite gains

\[
\frac38\,P(3)=\frac38(4p^3q)=\frac32p^3q .
\]

With four there are sixteen sets, and six of them give \(M=0\). The central line gains \(6p^4/16=3p^4/8\). The full first-order weights are

\[
I_0=q^4+3p^2q^2+\frac38p^4=0.8309,
\]

\[
I_{\pm1/2}=2pq^3+\frac32p^3q=0.0815 .
\]

Put \(r=p/q\) and divide both expressions by \(q^4\):

\[
R=\frac{2r+\frac32r^3}{1+3r^2+\frac38r^4}
=2r\,\frac{1+\frac34r^2}{1+3r^2+\frac38r^4}
\simeq2r\left(1-\frac94r^2\right).
\]

The last form holds for small \(r\), since \(\frac34-3=-\frac94\). The full value is \(R=0.0981\), about half a percent below the leading result. Most of the change comes from pairs of nuclei with opposite projections, which return intensity to the centre. The outer lines are weak, with about 0.0036 of the central intensity.

The leading formula must fail when \(p\) is large. As \(q\to0\), the full expressions give

\[
R\to\frac{\frac32q}{\frac38}=4q\to0,
\]

whereas \(2p/q\) diverges. The reason is that four spins of 1/2 have an integer total projection. When every neighbour is silicon-29, no line remains at \(M=\pm1/2\).

Two approximations in the line positions and strengths remain to be sized. Diagonalizing the electron–nuclear Hamiltonian for all sixteen site occupations, without the nuclear Zeeman energy, again gives 0.0981. The satellites undergo a common second-order shift of only 0.003 mT.

The nuclear Zeeman energy is about 0.04 µeV here, using a rough nuclear moment. It adds a vector along \(\mathbf n\) to the hyperfine vector \(m_S\mathsf A_k\mathbf n\). With the field along [001], at an oblique angle to every bond, these vectors are not parallel, so the nuclear quantization axis now differs between the two electron levels. Transitions that change the nuclear state become weakly allowed. They take 0.19 percent of the one-nucleus strength and place it in two lines about 0.35 mT on either side of the centre, a displacement close to the nuclear Zeeman energy. The ratio obtained by diagonalization is then 0.0979, whether or not these lines are counted with the central line.

### 4. Field along [111]

Chemically equivalent neighbours need not have equal splittings in a given field. Along [111], one bond is parallel to the field and has

\[
A_1=A_\parallel=0.540\ \text{µeV}.
\]

The other three have \(\cos^2\theta=1/9\), so

\[
A_3=\sqrt{\frac{0.54^2+8(0.35)^2}{9}}\ \text{µeV}=0.376\ \text{µeV}.
\]

There are now two pairs of first satellites. The single site holds the only silicon-29 with probability \(pq^3\), and one of the three sites does so with probability \(3pq^3\). Halving each weight and dividing by \(q^4\) gives

\[
R_1\simeq\frac{p}{2q}=0.0247,\qquad
R_3\simeq\frac{3p}{2q}=0.0740 .
\]

Diagonalization gives 0.0247 and 0.0737. The two satellites on one side are separated by

\[
\frac{0.540-0.376}{2(0.1158)}\ \text{mT}=0.71\ \text{mT},
\]

more than twice the linewidth. Neither has one tenth of the central intensity, though their leading ratios add up to \(2p/q\). The result of part 2 thus requires magnetic equivalence, meaning equal \(|\mathsf A_k\mathbf n|\), and not merely equal chemical surroundings.

The [001] equivalence tolerates a small misalignment. A tilt of 2 degrees towards [110] spreads the positions of a satellite's components by 0.057 mT, well below the linewidth.

### 5. Counting neighbours from a spectrum

For \(N\) magnetically equivalent sites, the same argument gives

\[
R_N\simeq\frac{\frac12Np\,q^{N-1}}{q^N}=\frac{Np}{2q}.
\]

The values for three, four and five sites are 0.074, 0.099 and 0.123. Neighbouring values differ by 0.0247. To place a measurement nearer to four than to three or five, its error must be less than half this step, or 0.012. This is about 12 percent of the four-site ratio.

Peak heights are proportional to areas if the lines have the same shape and width and do not overlap appreciably. For Gaussian lines the calculated height ratio is 0.0979, the same as the area ratio. A Lorentzian line has long tails. At the satellite position, the central line still has the fraction

\[
\frac1{1+(2\times1.83/0.30)^2}\simeq0.007
\]

of its peak height. This adds to the satellite and raises the height ratio to 0.105, about 7 percent above the area ratio. The error uses about half of the margin for counting neighbours. Areas are not free of this tail. If the Lorentzian signal is simply integrated in equal windows about each line, the ratio comes out as 0.111 for windows of ±0.30 mT and 0.136 for windows of ±0.91 mT, both beyond the margin. Areas of such lines must be taken from a fit of the line shape. In the derivative signal, the slope of the distant tail is small compared with the satellite's own peak-to-peak signal, and the change in that slope across the satellite is smaller still. The peak-to-peak ratio is then 0.098 for both line shapes.

### 6. More distant silicon nuclei

The isotopes and projections in a distant shell are independent of those in the first shell. Let \(D(\epsilon)\) be the probability that the distant nuclei add an energy \(\epsilon\) to the transition. The central line then has components \(I_0D(\epsilon)\), and a first satellite has components \(I_{1/2}D(\epsilon)\). The common factor cancels:

\[
\frac{I_{1/2}D(\epsilon)}{I_0D(\epsilon)}=\frac{I_{1/2}}{I_0}.
\]

The same cancellation holds for areas summed over the whole of each unresolved group. It fails if one component of the satellite is compared with the whole central group, or if components of different groups coincide.

As a test, a random sample of four million centres was given a second shell of twelve sites with a splitting of 0.05 µeV. The ratio was 0.098 both for the main components and for the whole groups.

### Relation to a real vacancy

The hyperfine values are rough ones in the regime of the positively charged vacancy in silicon, but the isotropic \(g\) and the hyperfine axes along the bonds are simplifications. That vacancy is distorted along one of the cubic axes, so its hyperfine axes need not lie exactly along \(\langle111\rangle\). For a field along a cubic axis the four neighbours of one copy remain equivalent by symmetry. Along [111] the group of three splits into two and one, about 0.1 mT apart for a tilt of 7 degrees. The barrier to reorientation is low, of order 10 meV, so a fixed distortion cannot be taken for granted at 20 K, and what follows holds only at temperatures low enough to freeze it. If the distortion stays fixed on the time scale of the resonance, differently oriented copies can resonate at different fields. For a rough difference \(\Delta g=0.01\), the displacement is about \(B\,\Delta g/g\). With \(\Delta g\) and the hyperfine values held fixed, this is about 1.7 mT at a photon energy of 40 µeV, close to the satellite displacement of about 1.8 mT. The central line of one orientation could then cover a satellite of another. With the field along [001], the two orientations whose axes are perpendicular to the field share one central line, and the third has its own. If all three were equally populated, these central lines would have intensities in the ratio 2:1. The apparent satellite would then have roughly half or twice the intensity of the other central line, not one tenth of it. At 140 µeV the displacement is about 6 mT and this coincidence is removed. The ratio of one tenth applies to the satellites and central line of the same orientation.

## Computed results

```
silicon-29 probability p = 0.047; q = 0.953
probability of 0 silicon-29 = 0.825
probability of 1 silicon-29 = 0.163
probability of 2 silicon-29 = 0.012
probability of 3 silicon-29 = 0.000396
probability of 4 silicon-29 = 4.88e-06
one satellite, single-nucleus weight 2pq^3 = 0.0814
two-nucleus weight returned to centre = 0.00602
full central weight = 0.8309
full weight of one satellite = 0.0815
leading ratio, one satellite/centre = 0.0986
leading ratio, both satellites/centre = 0.1973
full counting ratio, one satellite/centre = 0.0981
diagonalization ratio, no nuclear Zeeman = 0.0981
diagonalization ratio, with nuclear Zeeman = 0.0979
outer line at full A / centre = 0.00361
leading ratio for 1 equivalent sites = 0.0247
leading ratio for 2 equivalent sites = 0.0493
leading ratio for 3 equivalent sites = 0.0740
leading ratio for 4 equivalent sites = 0.0986
leading ratio for 5 equivalent sites = 0.1233
leading ratio for 6 equivalent sites = 0.1480
A parallel, A perpendicular = 0.54, 0.35 micro-eV
g = 2.00; photon energy = 140 micro-eV
resonance field = 1.209 T
rough nuclear Zeeman coefficient = -0.035 micro-eV/T
A for field along [001] = 0.423 micro-eV
separation of the two satellites = 3.65 mT
satellite distance from centre = 1.83 mT
linewidth (full width at half maximum) = 0.30 mT
[111] field, A of one site = 0.540 micro-eV
[111] field, A of three sites = 0.376 micro-eV
[111] field, one-site satellite/centre = 0.0247
[111] field, three-site satellite/centre = 0.0737
second-shell A in random sample = 0.05 micro-eV
ratio with second shell resolved = 0.098
ratio with second shell unresolved = 0.098
Gaussian absorption height ratio = 0.0979
Gaussian derivative peak-to-peak ratio = 0.0979
Lorentzian absorption height ratio = 0.1047
Lorentzian derivative peak-to-peak ratio = 0.0977
second-order satellite shift = 0.0028 mT
forbidden share of one-nucleus strength = 0.00189
temperature = 20 K; kT = 1723 micro-eV
thermal satellite asymmetry A/(2kT) = 1.23e-04
satellite spread for 2 degree tilt = 0.057 mT
rough g difference between orientations = 0.01
orientation shift at 140 micro-eV photon = 6.05 mT
orientation shift at 40 micro-eV photon = 1.73 mT
```
